# Splitting the product of two vectors and matching it to Clebsch-Gordan coupling

**Question**

I am learning how equivariant neural networks for interatomic potentials combine vector features. Two vectors $\mathbf a$ and $\mathbf b$ give nine products $a_ib_j$. I am told that these sort themselves into a scalar, a pseudovector and a traceless symmetric tensor, and that this is the same thing as coupling two $l=1$ objects to $L=0,1,2$.

I can't make the two descriptions agree. When I use Clebsch-Gordan coefficients and real harmonics, my scalar has the wrong sign, my $L=1$ output is imaginary, and its components are in a strange order. Are these errors? How do the nine numbers match, say for $\mathbf a=(1,2,2)$ and $\mathbf b=(3,0,4)$? And why does the sorting stop at 1, 3 and 5?

**Answer**

They are not errors: all three come from conventions. I take $\mathbf a$ and $\mathbf b$ to be real and polar, meaning that they change sign under inversion, as displacements do.

**The Cartesian split**

Write the product as a symmetric plus an antisymmetric matrix, then take the trace out of the symmetric one:

$$a_ib_j=\tfrac13(\mathbf a\cdot\mathbf b)\,\delta_{ij}+A_{ij}+S_{ij},$$

$$A_{ij}=\tfrac12(a_ib_j-a_jb_i),\qquad S_{ij}=\tfrac12(a_ib_j+a_jb_i)-\tfrac13(\mathbf a\cdot\mathbf b)\,\delta_{ij}.$$

Let $\mathbf c=\mathbf a\times\mathbf b$. Then $A_{xy}=\frac12(a_xb_y-a_yb_x)=\frac12c_z$, and likewise $A_{yz}=\frac12c_x$ and $A_{zx}=\frac12c_y$. Together with antisymmetry this says $A_{ij}=\frac12\sum_k\epsilon_{ijk}c_k$.

Products of unit vectors produce every $3\times3$ matrix with a single entry 1, so the products span all nine dimensions. The trace part has one dimension and the antisymmetric part three. A symmetric matrix has six free entries, and zero trace removes one, leaving five.

The parts are orthogonal under the entrywise product $\sum_{ij}X_{ij}Y_{ij}$: symmetric against antisymmetric cancels in pairs, and $\sum_{ij}\delta_{ij}S_{ij}$ is the trace of $S$, which is zero. The squared norms therefore add. The trace part gives $3(\mathbf a\cdot\mathbf b)^2/9$. In $A$ each $c_k/2$ appears twice, giving $|\mathbf c|^2/2$. So

$$|\mathbf a|^2|\mathbf b|^2=\tfrac13(\mathbf a\cdot\mathbf b)^2+\tfrac12|\mathbf c|^2+\sum_{ij}S_{ij}^2.$$

Inserting $|\mathbf c|^2=|\mathbf a|^2|\mathbf b|^2-(\mathbf a\cdot\mathbf b)^2$ gives

$$\sum_{ij}S_{ij}^2=\tfrac12|\mathbf a|^2|\mathbf b|^2+\tfrac16(\mathbf a\cdot\mathbf b)^2.$$

The scalar part vanishes for perpendicular vectors and the cross product for parallel ones, but $S$ cannot vanish unless one of the vectors does.

**Rotations and reflections**

Let $Q$ be an orthogonal matrix. The product matrix $P=\mathbf a\mathbf b^T$ becomes $QPQ^T$. This operation preserves the trace and keeps symmetric and antisymmetric matrices separate, so the three parts do not mix, and $S\to QSQ^T$.

For the cross product, take any vector $\mathbf d$ and use the triple product as a determinant:

$$(Q\mathbf a\times Q\mathbf b)\cdot Q\mathbf d=\det(Q)\,(\mathbf a\times\mathbf b)\cdot\mathbf d=\det(Q)\,[Q(\mathbf a\times\mathbf b)]\cdot Q\mathbf d.$$

Since $\mathbf d$ is arbitrary, $Q\mathbf a\times Q\mathbf b=\det(Q)\,Q(\mathbf a\times\mathbf b)$. The extra sign under reflections makes it a pseudovector.

This name requires $\mathbf a$ and $\mathbf b$ to have the same parity. If one is polar and the other axial, each part gains another factor $\det Q$: the dot product is then a pseudoscalar and the cross product a polar vector.

**The coupled components**

With the Condon-Shortley phase, the spherical components of a vector are

$$a_{\pm1}=\mp\frac{a_x\pm ia_y}{\sqrt2},\qquad a_0=a_z.$$

Treat the products as functions of $\mathbf a$ and $\mathbf b$, acted on by the dimensionless angular momentum $\mathbf L=-i\,\mathbf a\times\nabla_a-i\,\mathbf b\times\nabla_b$. For $L_-=L_x-iL_y$, differentiation gives

$$L_-a_x=-a_z,\qquad L_-a_y=ia_z,\qquad L_-a_z=a_x-ia_y.$$

Hence $L_-a_1=\sqrt2\,a_0$, $L_-a_0=\sqrt2\,a_{-1}$ and $L_-a_{-1}=0$. The same holds for $\mathbf b$, and the product rule applies because $L_-$ contains first derivatives. A normalized multiplet obeys

$$L_-T^L_M=\sqrt{L(L+1)-M(M-1)}\;T^L_{M-1}.$$

*L = 2.* The product with the largest $M$ is $T^2_2=a_1b_1$. Lowering it gives $\sqrt2(a_0b_1+a_1b_0)=2T^2_1$, so

$$T^2_1=\frac{a_1b_0+a_0b_1}{\sqrt2}.$$

Lowering again gives $a_1b_{-1}+2a_0b_0+a_{-1}b_1=\sqrt6\,T^2_0$, so

$$T^2_0=\frac{a_1b_{-1}+2a_0b_0+a_{-1}b_1}{\sqrt6}.$$

Next, $L_-T^2_0=3\sqrt2\,(a_0b_{-1}+a_{-1}b_0)/\sqrt6=\sqrt6\,T^2_{-1}$, so $T^2_{-1}=(a_0b_{-1}+a_{-1}b_0)/\sqrt2$. Finally $L_-T^2_{-1}=2a_{-1}b_{-1}=2T^2_{-2}$, so $T^2_{-2}=a_{-1}b_{-1}$.

*L = 1.* The combination with $M=1$ orthogonal to $T^2_1$ is $T^1_1=(a_1b_0-a_0b_1)/\sqrt2$, with its overall sign set by convention. Lowering gives $a_1b_{-1}-a_{-1}b_1=\sqrt2\,T^1_0$. Lowering $T^1_0$ gives $a_0b_{-1}-a_{-1}b_0=\sqrt2\,T^1_{-1}$.

*L = 0.* Orthogonality to $T^1_0$ forces equal coefficients $p$ on $a_1b_{-1}$ and $a_{-1}b_1$. If $q$ multiplies $a_0b_0$, orthogonality to $T^2_0$ requires $2p+2q=0$. Normalized, with the conventional sign,

$$T^0_0=\frac{a_1b_{-1}-a_0b_0+a_{-1}b_1}{\sqrt3}.$$

The numerical coefficients in these formulas are the Clebsch-Gordan coefficients.

**Where the minus sign and the $i$ come from**

Multiplying out one product gives

$$a_1b_{-1}=-\tfrac12(a_x+ia_y)(b_x-ib_y)=-\tfrac12(a_xb_x+a_yb_y)+\tfrac i2c_z,$$

and $a_{-1}b_1$ is its complex conjugate. The sum of the two is $-(a_xb_x+a_yb_y)$ and the difference is $ic_z$. Therefore

$$T^0_0=-\frac{\mathbf a\cdot\mathbf b}{\sqrt3},\qquad T^1_0=\frac{i}{\sqrt2}c_z,\qquad T^2_0=\frac{3a_zb_z-\mathbf a\cdot\mathbf b}{\sqrt6}.$$

The other two $L=1$ components are

$$T^1_1=-\tfrac12\left[(a_xb_z-a_zb_x)+i(a_yb_z-a_zb_y)\right]=\tfrac12(c_y-ic_x)=\frac{i}{\sqrt2}c_1,$$

$$T^1_{-1}=\tfrac12\left[(a_zb_x-a_xb_z)+i(a_yb_z-a_zb_y)\right]=\tfrac12(c_y+ic_x)=\frac{i}{\sqrt2}c_{-1}.$$

The whole triplet is thus $i/\sqrt2$ times the spherical components of $\mathbf a\times\mathbf b$.

**Changing to real harmonics**

For $m>0$ the real harmonics are

$$R_m=\frac{(-1)^mY_m+Y_{-m}}{\sqrt2},\qquad R_{-m}=\frac{i\,[Y_{-m}-(-1)^mY_m]}{\sqrt2},$$

with $R_0=Y_0$. Apply the same combinations to the coupled components and call the results $t^L_m$. For a vector, $m=1$ gives $(-a_1+a_{-1})/\sqrt2=a_x$ and $m=-1$ gives $i(a_{-1}+a_1)/\sqrt2=a_y$. In the order $m=-1,0,1$ a vector therefore reads $(y,z,x)$, and

$$(t^1_{-1},t^1_0,t^1_1)=\frac{i}{\sqrt2}(c_y,c_z,c_x).$$

That is your strange order. It is a cyclic permutation of $(x,y,z)$, so $\epsilon_{ijk}$ keeps its form.

The $i$ is a constant factor, so it commutes with every rotation matrix. You may multiply the $L=1$ channel by $-i$ to get real coefficients without affecting equivariance. The factor $-1/\sqrt3$ in the scalar is equally harmless, provided one convention is used throughout.

For $L=2$, define $u=a_xb_z+a_zb_x$, $v=a_yb_z+a_zb_y$, $g=a_xb_x-a_yb_y$ and $h=a_xb_y+a_yb_x$. Multiplying out gives $T^2_{\pm1}=\mp\frac12(u\pm iv)$ and $T^2_{\pm2}=\frac12(g\pm ih)$. The real combinations are

$$t^2_{-2}=\frac{h}{\sqrt2},\quad t^2_{-1}=\frac{v}{\sqrt2},\quad t^2_0=\frac{3a_zb_z-\mathbf a\cdot\mathbf b}{\sqrt6},\quad t^2_1=\frac{u}{\sqrt2},\quad t^2_2=\frac{g}{\sqrt2}.$$

These five numbers carry the same information as $S$. Since $S_{xy}=h/2$, $S_{yz}=v/2$ and $S_{xz}=u/2$,

$$S_{xy}=\frac{t^2_{-2}}{\sqrt2},\qquad S_{yz}=\frac{t^2_{-1}}{\sqrt2},\qquad S_{xz}=\frac{t^2_1}{\sqrt2}.$$

On the diagonal, $S_{zz}=a_zb_z-\frac13\mathbf a\cdot\mathbf b=\sqrt{2/3}\,t^2_0$. Zero trace gives $S_{xx}+S_{yy}=-S_{zz}$, while $S_{xx}-S_{yy}=g=\sqrt2\,t^2_2$. Half the sum and half the difference of these equations give

$$S_{xx}=\frac{t^2_2}{\sqrt2}-\frac{t^2_0}{\sqrt6},\qquad S_{yy}=-\frac{t^2_2}{\sqrt2}-\frac{t^2_0}{\sqrt6}.$$

**Why the sorting stops at 1, 3 and 5**

Suppose one of the multiplets contained a smaller nonzero subspace that rotations map into itself. Allow complex combinations. The operators $L_\pm$ generate rotations, so they also keep vectors inside that subspace. Take any nonzero vector in it and apply $L_+$ until one more application would give zero. What remains is proportional to the top component $T^L_L$. Repeated use of $L_-$, whose coefficients are nonzero until $M=-L$, then reaches every component. The subspace was the whole multiplet.

Nor can you choose a different set of three irreducible spaces. The operator $L^2$ has the distinct values $L(L+1)=0,2,6$ on the three multiplets. It maps any invariant subspace into itself, so that subspace splits into pieces lying within single multiplets. If it is irreducible, it must be one of the three.

**Your example**

The features are dimensionless. The dot product is $3+0+8=11$, so each diagonal entry of the scalar part is $11/3=3.6667$. The cross product is

$$\mathbf c=(2\cdot4-2\cdot0,\;2\cdot3-1\cdot4,\;1\cdot0-2\cdot3)=(8,2,-6).$$

The three parts add up to the product matrix:

$$\begin{pmatrix}3&0&4\\6&0&8\\6&0&8\end{pmatrix}=3.6667\,I+\begin{pmatrix}0&-3&-1\\3&0&4\\1&-4&0\end{pmatrix}+\begin{pmatrix}-0.6667&3&5\\3&-3.6667&4\\5&4&4.3333\end{pmatrix}.$$

The coupled components, with $m$ increasing from left to right, are

- $L=0$: $-11/\sqrt3=-6.3509$.
- $L=1$, divided by $i$: $(2,-6,8)/\sqrt2=(1.4142,-4.2426,5.6569)$.
- $L=2$: here $h=6$, $v=8$, $u=10$, $g=3$ and $3a_zb_z-\mathbf a\cdot\mathbf b=24-11=13$. The components are $(6/\sqrt2,\,8/\sqrt2,\,13/\sqrt6,\,10/\sqrt2,\,3/\sqrt2)=(4.2426,5.6569,5.3072,7.0711,2.1213)$.

The squared norms are $121/3=40.3333$, $104/2=52$ and $225/2+121/6=132.6667$. They add to $|\mathbf a|^2|\mathbf b|^2=9\cdot25=225$, with shares of 17.93 %, 23.11 % and 58.96 %.

Now reflect $x\to-x$. The vectors become $(-1,2,2)$ and $(-3,0,4)$, whose cross product is $(8,-2,6)$. Reflecting the old cross product as if it were polar would give $(-8,2,-6)$, which is the opposite. If your network adds $\mathbf a\times\mathbf b$ to a polar feature, it can remain equivariant under rotations, but it loses equivariance under reflections. If equivariance under reflections is wanted, a parity label has to be stored along with $L$.

**Coupling a vector with itself**

If $\mathbf a=\mathbf b=\hat{\mathbf r}$, the $L=1$ channel vanishes, so one direction alone gives no pseudovector by this product. The $L=2$ channel reproduces the real harmonics. For example, $t^2_{-2}=\sqrt2\,xy$, while $R_{2,-2}=\sqrt{15/(4\pi)}\,xy$. The ratio is $\sqrt{8\pi/15}=1.2944$, and the other four components have the same ratio:

$$t^2_m(\hat{\mathbf r},\hat{\mathbf r})=\sqrt{\frac{8\pi}{15}}\;R_{2m}(\hat{\mathbf r}).$$

The numerical check builds the coupling from Clebsch-Gordan coefficients and harmonics, and compares it with the Cartesian formulas above.

## Numbers as computed

```
All values are dimensionless
dimensions of the three parts: [1, 3, 5]
dimension of matrices commuting with rotations: 3
a (x,y,z): (1.0000, 2.0000, 2.0000)
b (x,y,z): (3.0000, 0.0000, 4.0000)
product a_i b_j, row x: (3.0000, 0.0000, 4.0000)
product a_i b_j, row y: (6.0000, 0.0000, 8.0000)
product a_i b_j, row z: (6.0000, 0.0000, 8.0000)
a.b = 11.0000
scalar part, each diagonal entry = 3.6667
a x b (x,y,z): (8.0000, 2.0000, -6.0000)
antisymmetric part, row x: (0.0000, -3.0000, -1.0000)
antisymmetric part, row y: (3.0000, 0.0000, 4.0000)
antisymmetric part, row z: (1.0000, -4.0000, 0.0000)
traceless symmetric part S, row x: (-0.6667, 3.0000, 5.0000)
traceless symmetric part S, row y: (3.0000, -3.6667, 4.0000)
traceless symmetric part S, row z: (5.0000, 4.0000, 4.3333)
trace of S = 0.0000
T0 = -6.3509
T1 divided by i, order (y,z,x): (1.4142, -4.2426, 5.6569)
T2, order m=-2..2: (4.2426, 5.6569, 5.3072, 7.0711, 2.1213)
squared norm of L=0 part = 40.3333, share of total = 17.93 %
squared norm of L=1 part = 52.0000, share of total = 23.11 %
squared norm of L=2 part = 132.6667, share of total = 58.96 %
|a|^2 = 9.0000, |b|^2 = 25.0000
|a x b|^2 = 104.0000
total squared norm |a|^2 |b|^2 = 225.0000
reflected a (x -> -x): (-1.0000, 2.0000, 2.0000)
reflected b (x -> -x): (-3.0000, 0.0000, 4.0000)
a x b reflected as a polar vector: (-8.0000, 2.0000, -6.0000)
cross product of reflected a and b: (8.0000, -2.0000, 6.0000)
self-coupling factor sqrt(8 pi/15) = 1.294417
```
